# Thermally assisted tunnelling from a neutral-core trap: two derivations of the exponent

An electron is held at depth \(E_T\) below a band edge by a centre that is neutral once the electron has left. Suppose the field \(F\) is strong enough for tunnelling to dominate the emission, but too weak for most electrons to tunnel from the trap level itself. If the lattice supplies energy with a Boltzmann weight at temperature \(T\), the emission rate then grows by a factor whose exponential part is

\[
e^{x^2},\qquad x^2=\frac{q^2\hbar^2F^2}{24\,m_{\rm t}(kT)^3},
\]

where \(m_{\rm t}\) is the tunnelling mass. The exponent is proportional to \(F^2/T^3\). A saddle-point treatment of thermal lifting followed by tunnelling gives the enhancement

\[
R=\frac{e(F)}{e(0)}\simeq 2\sqrt{3\pi}\,x\,e^{x^2}.
\]

A second derivation, from the thermal density of band states at the trap site, gives the same exponent but the prefactor 1. The exponent is thus common to both models, and the prefactor depends on how the electron couples to the band.

## Conventions and assumptions

The derivations use Rydberg units: \(\hbar=1\), the free-electron mass is \(1/2\), and energies are in rydbergs. Let \(m\) be the tunnelling mass divided by the free-electron mass, \(\theta=kT\), \(\beta=1/\theta\), and \(f=qF\) the force. The kinetic energy is then \(p^2/m\). The band edge at the trap is the zero of energy, and \(s\) is the distance from the trap along the force, so the potential energy is \(-fs\).

The neutral core matters because a charged core would add a Coulomb tail. A positive core, which attracts the electron, would lower the barrier top. Here the barrier is a plain triangle. The band is taken as parabolic and the field as uniform over the tunnelling path. The lattice supplies energy with a Boltzmann weight, and the remaining coupling to exit states does not vary with energy.

## First derivation: saddle point

**The rate.** Suppose the lattice lifts the electron to a depth \(\varepsilon\) below the edge, with \(0<\varepsilon<E_T\). The energy supplied is \(E_T-\varepsilon\), with weight \(e^{-(E_T-\varepsilon)/\theta}\). The electron then crosses the barrier with probability \(e^{-A(\varepsilon)}\). Above the edge the crossing probability is set to one. With the same attempt rate \(C\) per unit energy everywhere,

\[
e(F)=C e^{-E_T/\theta}\left[\int_0^\infty e^{-E/\theta}dE+\int_0^{E_T}e^{\varepsilon/\theta-A(\varepsilon)}d\varepsilon\right].
\]

The first integral equals \(\theta\), and it is all that remains at zero field. Division by \(e(0)=C\theta e^{-E_T/\theta}\) gives

\[
R=1+\frac1\theta\int_0^{E_T}e^{\varepsilon/\theta-A(\varepsilon)}d\varepsilon. \tag{1}
\]

**The barrier.** At energy \(-\varepsilon\) the wave equation is \(-\psi''/m-fs\,\psi=-\varepsilon\psi\). The decay constant is therefore \(\kappa=\sqrt{m(\varepsilon-fs)}\), out to the exit point \(s=\varepsilon/f\). The semiclassical probability contains \(2\int\kappa\,ds\), so

\[
A(\varepsilon)=2\sqrt m\int_0^{\varepsilon/f}\!\sqrt{\varepsilon-fs}\,ds
=\frac{4\sqrt m}{3f}\,\varepsilon^{3/2}. \tag{2}
\]

**The saddle.** Thermal weight favours shallow levels less than deep ones by \(e^{\varepsilon/\theta}\), while the barrier penalises depth. They balance where

\[
\frac1\theta=A'(\varepsilon_*)=\frac{2\sqrt{m\varepsilon_*}}{f}
\quad\Rightarrow\quad
\varepsilon_*=\frac{f^2}{4m\theta^2}.
\]

Since \(A\propto\varepsilon^{3/2}\), we have \(A=\tfrac23\varepsilon A'\), and at the saddle \(A(\varepsilon_*)=\tfrac23\varepsilon_*/\theta\). The net exponent is one third of \(\varepsilon_*/\theta\):

\[
\frac{\varepsilon_*}{\theta}-A(\varepsilon_*)=\frac{\varepsilon_*}{3\theta}
=\frac{f^2}{12m\theta^3}\equiv x^2. \tag{3}
\]

Hence \(\varepsilon_*=3x^2\theta\) and \(A(\varepsilon_*)=2x^2\). One factor \(\theta^{-2}\) comes from the best depth and one factor \(\theta^{-1}\) from its thermal weight.

To restore ordinary units, the kinetic coefficient \(1/m\) is replaced by \(\hbar^2/(2m_{\rm t})\). This turns \(f^2/(12m\theta^3)\) into \(q^2\hbar^2F^2/[24m_{\rm t}(kT)^3]\).

**The prefactor.** Put \(\varepsilon=\varepsilon_*(1+y)^2\). Then \(\varepsilon/\theta=3x^2(1+y)^2\) and \(A=2x^2(1+y)^3\), and expansion gives

\[
\frac{\varepsilon}{\theta}-A=x^2-3x^2y^2-2x^2y^3,\qquad
\frac{d\varepsilon}{\theta}=6x^2(1+y)\,dy.
\]

This is an identity, with no higher powers left out. When the peak lies well inside the range of integration, the limits on \(y\) may be extended to infinity. Keeping the quadratic term gives

\[
R\simeq6x^2e^{x^2}\int_{-\infty}^{\infty}e^{-3x^2y^2}dy
=6x^2e^{x^2}\sqrt{\frac{\pi}{3x^2}}
=2\sqrt{3\pi}\,x\,e^{x^2}. \tag{4}
\]

**The first correction.** Let \(a=3x^2\). The Gaussian averages are \(\langle y^4\rangle=3/(4a^2)\) and \(\langle y^6\rangle=15/(8a^3)\). The cubic term, \(-\tfrac23ay^3\), contributes once multiplied by the \(y\) of the Jacobian and once squared:

\[
-\frac{2a}{3}\langle y^4\rangle+\frac12\left(\frac{2a}{3}\right)^2\langle y^6\rangle
=-\frac1{2a}+\frac5{12a}=-\frac1{12a}=-\frac1{36x^2}.
\]

This correction is relative to (4). Its small coefficient results from a partial cancellation of the two terms.

**Where the peak must lie.** The standard deviation of \(y\) is \(1/(\sqrt6\,x)\). Since \(d\varepsilon=2\varepsilon_*dy\) at the peak, the width in energy is \(\sqrt6\,x\theta\). The asymptotic argument needs

\[
3x^2\gg\sqrt6\,x,\qquad \frac{E_T}{\theta}-3x^2\gg\sqrt6\,x.
\]

## Weak and very strong fields

For \(x\ll1\), formula (4) tends to zero, whereas \(R\) must tend to one. In (1) set \(z=\varepsilon/\theta\), so that \(A=Kz^{3/2}\). Equating this to \(2x^2\) at \(z=3x^2\) gives \(K=2/(\sqrt{27}\,x)\). When \(K\) is large the barrier confines \(z\) to small values, and \(e^z\) may be replaced by one. For a deep trap,

\[
R\simeq1+\int_0^\infty e^{-Kz^{3/2}}dz
=1+\Gamma\!\left(\tfrac53\right)K^{-2/3}\simeq1+1.71\,x^{2/3}.
\]

The weak-field increase in this model thus varies as \(F^{2/3}/T\), and \(\ln R\) is not linear in \(F^2/T^3\) there. The limit is approached slowly, because the next term is smaller only by a factor of order \(x^{2/3}\): the increase given by (1) exceeds \(1.71\,x^{2/3}\) by 6% at \(x=0.01\) and by 34% at \(x=0.1\). The depths that matter here have \(A\) of order one, where \(e^{-A}\) is only a rough crossing probability, so this law is a property of model (1).

At the other end, the saddle reaches the trap level when \(3x^2\theta=E_T\). About half the peak is then cut off. In still stronger fields the integrand rises up to \(\varepsilon=E_T\). Expanding its exponent linearly about that end gives

\[
R\simeq\frac{e^{E_T/\theta-A(E_T)}}{1-\theta A'(E_T)},\qquad
\theta A'(E_T)=\frac{2\theta\sqrt{mE_T}}f<1,
\]

provided the denominator is not close to zero. Multiplication by \(e(0)\propto\theta e^{-E_T/\theta}\) removes the thermal exponential and leaves \(e^{-A(E_T)}\). This is tunnelling from the trap level itself, and its exponent is no longer proportional to \(F^2/T^3\).

## Second derivation: thermal density at the trap

**The rate as a local density.** Let \(\psi_j\) be the band states in the field, with energies \(E_j\). Suppose the centre couples to the band at one point, \(s=0\), with a strength independent of energy. Detailed balance gives emission into state \(j\) the weight \(e^{-\beta(E_j+E_T)}|\psi_j(0)|^2\). The sum over states is

\[
e(F)\propto e^{-\beta E_T}\rho(0,0;\beta),\qquad
\rho(s,s_0;\beta)=\sum_j\psi_j(s)\psi_j^*(s_0)e^{-\beta E_j}. \tag{5}
\]

No barrier probability is inserted. Tunnelling enters because the states with \(E_j<0\) have tails that reach the trap. Their density falls as \(e^{-A}\), and \(\varepsilon^{3/2}\) eventually outgrows \(\beta\varepsilon\), so the sum converges although a linear potential has no lowest energy.

**Solving for the density.** Differentiating (5) with respect to \(\beta\) brings down \(-E_j\), that is, minus the Hamiltonian:

\[
\frac{\partial\rho}{\partial\beta}=\frac1m\frac{\partial^2\rho}{\partial s^2}+fs\,\rho,
\qquad \rho\to\delta(s-s_0)\ \text{as}\ \beta\to0.
\]

The potential is linear, so a Gaussian with a linear term in its exponent can solve this equation. Try

\[
\rho=\sqrt{\frac m{4\pi\beta}}\exp\!\left[-\frac{m(s-s_0)^2}{4\beta}+\frac{f\beta(s+s_0)}2+c(\beta)\right].
\]

The left side divided by \(\rho\) is

\[
-\frac1{2\beta}+\frac{m(s-s_0)^2}{4\beta^2}+\frac{f(s+s_0)}2+c'.
\]

For the right side, \(\partial_s\ln\rho=-m(s-s_0)/(2\beta)+f\beta/2\) and \(\partial_s^2\ln\rho=-m/(2\beta)\). Since \(\rho''/\rho=(\ln\rho)''+[(\ln\rho)']^2\), it becomes

\[
-\frac1{2\beta}+\frac{m(s-s_0)^2}{4\beta^2}-\frac{f(s-s_0)}2+\frac{f^2\beta^2}{4m}+fs.
\]

The terms linear in \(f\) add to \(f(s+s_0)/2\), as on the left. What remains is \(c'=f^2\beta^2/(4m)\). The initial condition requires \(c(0)=0\), so \(c=f^2\beta^3/(12m)\). At \(s=s_0=0\),

\[
R_{\rm loc}=\frac{\rho_f(0,0;\beta)}{\rho_0(0,0;\beta)}
=\exp\!\left(\frac{f^2\beta^3}{12m}\right)=e^{x^2}. \tag{6}
\]

In three dimensions the exponent contains only the inverse mass along the field, \(1/m\), even when the field is not along a principal axis of the mass. The remaining factor does not depend on the field and cancels. The cube of \(\beta\) now arises from integrating \(\beta^2\), with no saddle point.

## What each derivation assumes

Both need a Boltzmann lattice weight, a parabolic band and a uniform field. Both also need the important energies to lie above the trap level. The first derivation cuts its integral at \(E_T\); the second includes all lower states, which is harmless only while their share is small.

They differ in counting exits. The first assigns every energy the same attempt rate and a crossing probability of one above the edge. The second uses the density of states at the trap. The difference can be followed in one dimension. Without a field the local density is \(\sqrt m/(2\pi\sqrt E)\). The WKB connection through a linear turning point gives, below the edge,

\[
g(-\varepsilon)\simeq\frac{\sqrt m}{4\pi\sqrt\varepsilon}\,e^{-A(\varepsilon)}.
\]

The saddle is the same as before. With \(\varepsilon_*=3x^2\theta\) and width \(\sqrt6\,x\theta\),

\[
\int e^{\varepsilon/\theta}g(-\varepsilon)\,d\varepsilon
\simeq\frac{\sqrt m}{4\pi\sqrt{3\theta}\,x}\,\sqrt{2\pi}\,\sqrt6\,x\theta\,e^{x^2}
=\frac12\sqrt{\frac{m\theta}{\pi}}\;e^{x^2}.
\]

At zero field, \(\int_0^\infty e^{-E/\theta}\sqrt m/(2\pi\sqrt E)\,dE\) is also \(\tfrac12\sqrt{m\theta/\pi}\). The ratio is \(e^{x^2}\). The factor \(1/\sqrt{\varepsilon_*}\propto1/x\) in the density has removed the \(x\) of the Gaussian width. The weak-field laws differ too: (6) gives \(1+x^2\), not \(1+1.71x^{2/3}\).

The shared Boltzmann weight is a real restriction. If the lattice weight near the saddle varies as \(e^{b\varepsilon}\), the stationary condition is \(b=2\sqrt{m\varepsilon}/f\). The depth becomes \(b^2f^2/(4m)\) and the exponent \(b\varepsilon/3=b^3f^2/(12m)\). The \(F^2\) law survives if \(b\) is constant over the relevant depths, but the \(T^{-3}\) law requires \(b\propto1/T\).

## Example: a deep acceptor in silicon

Take \(E_T=0.55\) eV, \(T=250\) K and \(F=0.4\) MV/cm along [111]. The rough valley masses are 0.92 and 0.19. The inverse mass along the field sets the smallest decay constant, and it is the same for all six valleys:

\[
m=\frac3{1/0.92+2/0.19}=0.258.
\]

With \(kT=0.02154\) eV, the field at which \(x=1\) is

\[
F_1=\frac{\sqrt{24m_{\rm t}(kT)^3}}{q\hbar}=0.285\ \text{MV/cm}.
\]

Thus \(x=0.4/0.285=1.40\) and \(x^2=1.97\). The saddle lies \(3x^2kT=0.127\) eV below the edge, with width 0.074 eV. The tunnelling distance is \(0.127\ \text{eV}/(0.04\ \text{eV/nm})=3.2\) nm.

Formula (4) gives \(R=61.6\), and numerical quadrature of (1) gives 60.6. The difference, 1.6% of the saddle value, is a net result: the integral term in (1) alone lies about 3.2% below (4), and the added 1 makes up 1.6%. The first correction, \(1/(36x^2)\), is 1.4% and covers less than half of the 3.2%, so its closeness to the net difference is accidental. The local-density model gives \(e^{1.967}=7.1\). The choice of exit coupling therefore changes the enhancement by a factor of about 8.5 here.

At fixed 250 K:

| \(F\) (MV/cm) | \(x^2\) | \(R\), integral (1) | \(R\), formula (4) |
|---|---|---|---|
| 0.1 | 0.123 | 2.87 | 2.43 |
| 0.2 | 0.492 | 7.05 | 7.04 |
| 0.3 | 1.106 | 19.1 | 19.5 |
| 0.4 | 1.967 | 60.6 | 61.6 |
| 0.5 | 3.073 | 230 | 233 |

The close agreement at 0.2 MV/cm does not show that the saddle conditions hold there. The error changes sign between 0.1 and 0.3 MV/cm, and this field is near the crossing. At fixed 0.4 MV/cm, integral (1) falls from 556 at 200 K to 20 at 300 K. The saddle would reach the trap level at 0.83 MV/cm, where (1) is 0.48 of (4). For the doping used below, that field lies above avalanche breakdown, which occurs at roughly 0.65 MV/cm.

For the absolute rate, assume a capture cross section \(\sigma=10^{-16}\) cm\(^2\). The estimate \(\sigma vN_c e^{-E_T/kT}\), with thermal speed \(v\), band density of states \(N_c\) and no level degeneracy, gives 0.36 s\(^{-1}\) at zero field. Multiplication by 60.6 gives 22 s\(^{-1}\).

## The real case and the neglected effects

The gold acceptor in silicon has roughly this depth and is neutral after it emits an electron. A doping of \(10^{17}\) cm\(^{-3}\) gives a peak field of 0.4 MV/cm in a one-sided layer 259 nm wide, at about 5.2 V. Real junctions break the assumption of one field for all traps: the field falls linearly to zero across the layer. By (1), \(R\) drops from 61 at the peak to 7 at half the peak field, so a transient from the whole layer mixes many rates.

Lattice coupling can move the result further. Consider one mode of energy \(\hbar\omega=0.05\) eV, mean occupation \(n\) and Huang–Rhys factor \(S\). Let the numbers of absorbed and emitted quanta be independent Poisson counts with means \(Sn\) and \(S(n+1)\). Summing over all pairs with net absorption \(p\) gives the weight

\[
w_p=e^{-S(2n+1)}\left(\frac n{n+1}\right)^{p/2}I_p\!\left(2S\sqrt{n(n+1)}\right),
\]

where \(I_p\) is a modified Bessel function. Continue this to real \(p=(E_T-\varepsilon)/\hbar\omega\), use it in place of the Boltzmann weight, and normalise by emission above the edge. Quadrature gives \(R=48\) for \(S=11\) and 261 for \(S=6\). At the saddle depth found for the Boltzmann weight, the slopes \(b\) are \(0.93/kT\) and \(1.15/kT\). These values of \(S\) are assumed, not assigned to gold. The continuation to real \(p\) also smooths over steps of \(\hbar\omega\), which is more than twice \(kT\) here. With whole quanta, \(R\) can differ by a factor of up to about six and depends on where the band edge falls between the steps, so both values of \(R\) are only illustrative.

Other changes, each made alone in (1), have less effect than the lattice weight with \(S=6\) continued to real \(p\):

- For a field along [100], four valleys have mass 0.19 and two have 0.92. Their mean \(R\) is 98.
- Two-band dispersion, \(\kappa^2=m\varepsilon'(1-\varepsilon'/E_g)\) at local depth \(\varepsilon'\) with \(E_g=1.12\) eV, gives 84.
- Lowering the whole field by its drop over the tunnelling path, 0.005 MV/cm, gives 57. Adding the field of a dopant ion 13 nm away (the radius of a sphere that holds one ion on average), 0.007 MV/cm, gives 66.

With rough ionisation coefficients \(7\times10^5\exp(-1.2/F)\) cm\(^{-1}\), \(F\) in MV/cm, the integral over the layer is 0.19. If electrons and holes ionised equally, breakdown would need 1; in silicon holes ionise less, so the layer is well below breakdown. Band-to-band tunnelling, estimated from (2) with depth 1.12 eV and mass \(m/2\), has an exponent near 73. The two-band form above, integrated across the gap, gives about 61 with mass \(m\) at each band edge (reduced mass \(m/2\)) and 43 if \(m/2\) is used in it. Prefactors are not compared, but both exponents are far above the corresponding exponent for emission from the trap, \(E_T/kT-\ln R\approx21\), so this process is neglected.

The neutral core is essential. A core with a single positive charge in a medium of relative permittivity 11.7 would lower the barrier by \(\sqrt{q^3F/(\pi\epsilon)}=0.14\) eV, with \(\epsilon\) the absolute permittivity. This is the lowering along the field, where over-barrier emission would rise by a factor of about 670. The barrier is lowered less in other directions, so over-barrier emission summed over all directions would rise by a smaller factor. Tunnelling below the lowered barrier top would add to it. The triangular-barrier formula would not apply.

Numerical values quoted here were computed with a short program.
